# Water-hammer pressure and duration when a drop strikes a wafer

## Problem

A cleaning spray sends a spherical water drop, 20 µm in diameter, straight onto a flat wafer at 50 m/s.

1. What is the water-hammer pressure at first touch?
2. How does the pressure then vary over the contact area, and how long does the pulse last at its centre?
3. How much do a yielding wafer, a water layer on the wafer and the stiffening of compressed water change the first-touch pressure?

Use round values: water density $\rho=1000$ kg/m³, sound speed $c=1500$ m/s, and an acoustic impedance of 20 MPa s/m for the wafer, a rough size for silicon.

## Solution

### Assumptions

Let $R=10$ µm be the drop radius and $V=50$ m/s the impact speed. Pressure $p$ means the excess over the surrounding gas pressure. For questions 1 and 2 the wafer is rigid, smooth and dry. The gas between drop and wafer, surface tension and viscosity are left out.

The speed ratio $V/c=0.0333$ is small, so the liquid is treated by linear acoustics, in which terms of relative order $V/c$ are dropped. I use the frame in which the drop is initially at rest. The wafer then moves into the liquid at speed $V$ along $+z$, and $\mathbf v$ is the liquid velocity in this frame:

$$\rho\,\frac{\partial \mathbf v}{\partial t}=-\nabla p,\qquad \frac{\partial p}{\partial t}=-\rho c^2\,\nabla\!\cdot\mathbf v .$$

### 1. Pressure at first touch

At the first instant the drop is flat on the scale of the distance sound has travelled, so the contact acts like a plane piston. In a time $dt$ sound sets a layer of thickness $c\,dt$ moving with the wall. Per unit area this layer has mass $\rho c\,dt$ and gains momentum $\rho c\,dt\,V$. The wall supplies the impulse $p\,dt$. Equating the two gives the water-hammer pressure

$$p_h=\rho cV .$$

Numerically,

$$p_h=1000\times1500\times50\ \text{Pa}=75\ \text{MPa}\quad(740\ \text{atm}).$$

The drop size does not enter. It sets the duration.

### 2. Pressure over the contact area, and duration

**The contact edge.** Near its lowest point the sphere has height $R-\sqrt{R^2-r^2}\approx r^2/(2R)$ at distance $r$ from the axis. The wall has advanced by $Vt$, so the contact radius $a$ obeys

$$Vt=\frac{a^2}{2R},\qquad a=\sqrt{2RVt}.$$

Differentiating $a^2=2RVt$ gives $2a\,\dot a=2RV$, so the edge moves outward at

$$U=\dot a=\frac{RV}{a}.$$

This is unbounded at first touch and falls as the contact grows. It equals $c$ when

$$a_1=\frac{RV}{c},\qquad t_1=\frac{a_1^2}{2RV}=\frac{RV}{2c^2}.$$

Until $t_1$ the edge outruns sound. No signal from the contact can then reach the free surface outside it, so that surface is still undisturbed and the geometric contact radius is consistent. Here

$$a_1=10\ \text{µm}\times0.0333=0.333\ \text{µm},\qquad t_1=0.111\ \text{ns}.$$

The full sphere, without the parabolic approximation, gives 0.1110 ns instead of 0.1111 ns. The wall advances only $Vt_1=5.56$ nm in this time. That is much less than $a_1$, so the boundary conditions may be applied on the plane $z=0$.

**The average pressure.** Integrate the acoustic equations over a plane parallel to the wall, with

$$P(z,t)=\int p\,dx\,dy,\qquad W(z,t)=\int v_z\,dx\,dy .$$

The disturbed region has finite width, so the sideways derivatives integrate to zero. What remains is one-dimensional:

$$\rho\,\frac{\partial W}{\partial t}=-\frac{\partial P}{\partial z},\qquad \frac{\partial P}{\partial t}=-\rho c^2\,\frac{\partial W}{\partial z}.$$

Waves leave the wall and none has yet returned from the far side of the drop, so $W=f(t-z/c)$. The first equation then gives $P=\rho cW$. At the wall, $v_z=V$ inside the contact area $A=\pi a^2$ and $v_z=0$ outside it, up to $t_1$. Hence $W(0,t)=VA$, and the force is

$$F=\rho cVA(t)=p_h\,A(t),\qquad 0<t<t_1 .$$

Within linear acoustics the average contact pressure therefore stays at 75 MPa throughout this stage, while the force grows with the area. At $t_1$ it is $F=p_h\pi a_1^2=26.2$ µN.

**The local pressure.** A constant average does not mean a uniform pressure. To find the distribution, write $\mathbf v=\nabla\phi$ and $p=-\rho\,\partial\phi/\partial t$, where $\phi$ obeys the wave equation. If the normal velocity $v_z$ is known over the whole plane $z=0$, the outgoing solution is a sum of spherical waves,

$$\phi=-\frac{1}{2\pi}\int\frac{v_z(\mathbf r',t-s/c)}{s}\,dS',$$

where $s$ is the distance from the source point $\mathbf r'$ to the observation point. Each term solves the wave equation for $z>0$. The prefactor follows from the boundary condition. As $z\to0$, the part of $\partial\phi/\partial z$ that survives comes from the immediate neighbourhood of the observation point. With $q$ the distance along the wall, it is

$$\frac{v_z}{2\pi}\int_0^\infty\frac{z\,2\pi q\,dq}{(q^2+z^2)^{3/2}}=v_z ,$$

as required. The sudden velocity jump at contact can be regarded as the limit of a short smooth rise.

For a point on the wall, use polar coordinates $(s,\theta)$ centred on that point, so that $dS'=s\,ds\,d\theta$. The factor $s$ cancels the $1/s$. A source contributes $V$ if it had already been touched at the earlier time $t-s/c$, and zero otherwise. The touched sources lie at $s<s_m(\theta,t)$, so

$$p=\frac{\rho V}{2\pi}\,\frac{\partial}{\partial t}\int_0^{2\pi}s_m(\theta,t)\,d\theta .$$

Introduce the scaled variables

$$x=\frac r{a_1},\qquad \sigma=\frac s{a_1},\qquad \tau=\frac{c^2t}{RV}.$$

The end of the supersonic stage is $\tau=1/2$, and the contact edge is at $x=\sqrt{2\tau}$. The source is at squared scaled radius $x^2+2x\sigma\cos\theta+\sigma^2$, so the condition that it has been touched is

$$\tau-\sigma\ge\tfrac12\left(x^2+2x\sigma\cos\theta+\sigma^2\right).$$

Rearranged, this is

$$\sigma^2+2(1+x\cos\theta)\,\sigma+x^2-2\tau\le0 .$$

Inside the contact $x^2<2\tau$, so the two roots have opposite signs. The positive one is the limit:

$$\sigma_m=-(1+x\cos\theta)+\sqrt{(1+x\cos\theta)^2+2\tau-x^2}.$$

Its derivative with respect to $\tau$ is the reciprocal of the square root. Changing from $s_m$ and $t$ to $\sigma_m$ and $\tau$ brings the factor $a_1c^2/(RV)=c$. The integrand is symmetric about $\theta=\pi$, so

$$\frac p{p_h}=\frac1\pi\int_0^\pi\frac{d\theta}{\sqrt{(1+x\cos\theta)^2+2\tau-x^2}} .$$

This holds over the whole contact up to $\tau=1/2$.

**Centre and edge.** At the centre $x=0$, the integrand is constant, and

$$\frac{p(0,t)}{p_h}=\frac1{\sqrt{1+2\tau}} .$$

The pressure starts at $p_h$ and falls at once. The reason can be read from the derivation: at the centre $p=\rho V\,ds_m/dt$. The ring whose signal is just arriving would spread at speed $c$ if the whole wall had been touched together. Outer rings are touched later, so it spreads more slowly, and the pressure is lower in the same ratio.

At the edge $x^2=2\tau$, and the square root reduces to $1+x\cos\theta$. With $u=\tan(\theta/2)$,

$$\frac1\pi\int_0^\pi\frac{d\theta}{1+x\cos\theta}
=\frac1\pi\int_0^\infty\frac{2\,du}{(1+x)+(1-x)u^2}
=\frac1{\sqrt{1-x^2}} .$$

The edge pressure therefore rises above $p_h$ and grows without limit as $x\to1$, where the edge speed falls to $c$. Linear acoustics fails locally there, because the disturbance is no longer small. The predicted force remains finite.

**Duration.** The centre pressure has no flat top, so its duration needs a definition. I take the time $t_h$ for which it stays above half its initial value. Setting $1+2\tau=4$ gives $\tau=3/2$, or

$$t_h=\frac{3RV}{2c^2}=0.333\ \text{ns}\quad(333\ \text{ps}).$$

The centre formula must still be valid at this time, which is later than $t_1$. Within linear acoustics it is, because release from the free surface can begin no earlier than $t_1$ and no closer than $a_1$. It then needs a further time $a_1/c$ to reach the centre:

$$t_1+\frac{a_1}c=\frac{RV}{2c^2}+\frac{RV}{c^2}=\frac{3RV}{2c^2}=t_h .$$

In numbers, $0.111+0.222=0.333$ ns. The pressure reaches half its initial value at the earliest moment at which release can be felt.

The table gives the linear-acoustic pressure on a rigid wafer. The edge entry illustrates the linear formula; it is not a pressure to expect in real water, for the reason given in the last section.

| Time (ns) | Place | Pressure (MPa) |
|---|---|---:|
| 0 | first touch | 75 |
| 0.089 | centre | 56 |
| 0.089 | $r=a_1/2$ | 62 |
| 0.089 | edge, $r=0.298$ µm | 168 |
| 0.111 | centre | 53 |
| 0.333 | centre | 37.5 |

At 0.089 ns the average is still 75 MPa: the low centre is balanced by the high rim. A finite-difference solution of the acoustic equations, with zero pressure on the free surface, confirms the centre law before release arrives. The largest difference at the times compared is $0.0003\,p_h$.

**After $t_h$.** The half-value time is not a sudden end of the load. What follows depends on how the edge moves, which the supersonic argument no longer fixes. Two artificial continuations show how strongly. At $\tau=1.7$, shortly after $t_h$, the computed centre pressure is $0.48\,p_h$ if the contact keeps growing as $\sqrt{2RVt}$, but about $-0.5\,p_h$ if the edge is stopped at $a_1$. The first value is close to the continued centre formula; the second is a tension. Neither is a prediction for a real drop, whose edge motion must be found together with the flow.

Much later, a steady stream brought to rest on the axis has the stagnation pressure given by Bernoulli's equation,

$$p_s=\tfrac12\rho V^2=1.25\ \text{MPa},\qquad \frac{p_h}{p_s}=\frac{2c}{V}=60 .$$

The natural time for this later flow is the transit time $2R/V=400$ ns. The water-hammer pulse is thus far stronger but also far shorter. The supersonic stage contributes little to the momentum transfer: the force rises linearly up to $t_1$, so the impulse delivered by then is $\tfrac12F(t_1)t_1$. Divided by the drop's momentum, this is

$$\frac{\tfrac12\left(\rho cV\,\pi R^2V^2/c^2\right)\left(RV/2c^2\right)}{\tfrac43\pi R^3\rho V}
=\frac3{16}\left(\frac Vc\right)^3\approx7\times10^{-6}.$$

Nearly all the drop's momentum is delivered after the supersonic stage.

### 3. Other targets and stiffer water

**A target that yields.** Let the target surface be pushed back at speed $w$. The liquid velocity then changes by $V-w$ instead of $V$. With liquid impedance $Z=\rho c=1.5$ MPa s/m and target impedance $Z_s$, the same momentum argument on each side gives

$$p=Z(V-w),\qquad p=Z_sw .$$

Substitute $w=p/Z_s$ into the first equation and collect the terms in $p$:

$$p\left(1+\frac Z{Z_s}\right)=ZV,\qquad p=\frac{ZZ_s}{Z+Z_s}\,V .$$

For $Z_s\to\infty$ this returns $p_h$. It is a plane-wave result for first touch only. Longitudinal sound in silicon travels at about $c_s=8400$ m/s, and the contact edge falls below that speed at $RV/(2c_s^2)\approx3.5$ ps, about 1 % of $t_h$. After that, waves spread sideways in the wafer, so this reduction should not be applied to the whole pulse.

For a deep water layer $Z_s=Z$, so the pressure where drop and layer meet is $p_h/2$. This is not yet the pressure on the wafer below. If a plane pulse of this strength reached a rigid wafer, stopping the liquid again would add another $p_h/2$ and restore $p_h$. Sideways spreading within the layer weakens the pulse by an amount not calculated here.

**Stiffening.** Let the bulk modulus grow with pressure as $K=K_0+np$, with $K_0=\rho c^2$ and the round model value $n=7$. In a smooth compression each small step obeys $dp=\sqrt{\rho'K}\,dv$, where $\rho'$ is the local density. To first order $\rho'=\rho(1+p/K_0)$, so

$$\sqrt{\rho'K}\approx\rho c\left[1+\frac{(n+1)p}{2K_0}\right].$$

Integrating $dv=dp/\sqrt{\rho'K}$ up to $v=V$ gives

$$V\approx\frac1{\rho c}\left[p-\frac{(n+1)p^2}{4K_0}\right].$$

In the small second term $p$ may be replaced by $\rho cV$. Since $\rho cV/K_0=V/c$,

$$p\approx p_h\left[1+\frac{n+1}4\,\frac Vc\right].$$

The correction is $2\times0.0333$, or 6.7 %. Numerical integration of the same model, without the expansion, also gives 6.7 %.

| Case at first touch | Pressure (MPa) | Change from $p_h$ |
|---|---:|---:|
| Rigid wafer, linear water | 75 | none |
| Yielding wafer, linear water | 70 | −7 % |
| Deep water layer, at its surface | 37.5 | −50 % |
| Rigid wafer, stiffening water | 80 | +7 % |

For these parameters the yielding of the wafer and the stiffening of the water nearly cancel to first order. Taken together they give about 74 MPa. The cancellation refers to first touch and depends on the chosen speed, impedances and $n$; with $n=6$ the stiffening correction is 5.8 %.

### What the estimate can bear

For a smooth, dry, rigid wafer linear acoustics gives a first-touch pressure of about 75 MPa and a centre half-value time of about 0.33 ns. The pressure is proportional to $V$ and independent of $R$, whereas the duration is proportional to $RV$. A drop of twice the diameter at the same speed gives the same first-touch pressure and a pulse that lasts twice as long. In the incompressible limit $c\to\infty$, $p_h$ grows as $c$ but $t_h$ falls as $1/c^2$, so their product vanishes: an infinitely strong pulse would carry no impulse per unit area.

The most delicate assumption is the clean first contact. The supersonic stage uses only 5.56 nm of wall advance, so roughness or trapped gas of nanometre thickness can change when different parts of the surface are touched, and so soften or spread the pulse. In air this is a real possibility. With gas viscosity $\mu_g=1.8\times10^{-5}$ Pa s and $\mathrm{St}=\mu_g/(\rho VR)=3.6\times10^{-5}$, the lubrication scales of the squeezed gas film are a thickness $R\,\mathrm{St}^{2/3}\approx11$ nm and a width $R\,\mathrm{St}^{1/3}\approx0.33$ µm, comparable to $Vt_1$ and $a_1$. Compression and rarefaction of the gas change these scales, but a clean dry contact is not assured at atmospheric pressure. The estimate also requires $V\ll c$, and even then the contact edge is its weak point. Water compressed at the edge carries a shock that travels faster than $c$, so the shock can overtake the edge before $t_1$. For the stiffening water of section 3, the oblique-shock relations allow a shock attached to the edge only until about 0.07 ns. Release that starts then and travels at the uncompressed sound speed $c$ reaches the centre at about 0.25 ns, when the linear centre pressure is still about 42 MPa. Sound is faster in compressed water, so release can arrive earlier still, at about 0.23 ns if the water along its path is at 75 MPa. The half-value time of 0.33 ns is therefore best read as an estimate of the pulse length that may be too long by a quarter to a third if release ends the pulse on arrival, and the linear edge pressure should not be used as the local peak. The input values and the linear-acoustic results are collected in the numerical output below.

## Computed results

```
drop diameter: 20.0 um
drop radius: 10.0 um
impact speed: 50.0 m/s
liquid density: 1000 kg/m^3
liquid sound speed: 1500 m/s
speed ratio V/c: 0.0333
liquid impedance: 1.50 MPa s/m
target impedance: 20.0 MPa s/m
stiffening number n: 7
water-hammer pressure: 75.0 MPa
water-hammer pressure: 740 atm
contact radius a1: 0.333 um
end of supersonic stage t1: 0.1111 ns
same time, full sphere: 0.1110 ns
edge-to-centre sound time: 0.2222 ns
duration t_h: 0.333 ns
duration t_h: 333 ps
drop advance during t1: 5.56 nm
force at t1: 26.2 uN
centre pressure at t1: 53.0 MPa
centre pressure at t_h: 37.5 MPa
sample instant (tau=0.4): 0.0889 ns
  contact radius then: 0.298 um
  centre pressure: 55.9 MPa
  pressure at r=a1/2: 62.4 MPa
  edge pressure: 167.7 MPa
grid solution, max centre error: 0.0003 p_h
grid solution, max force error: 0.00 %
grid centre, tau=1.7, edge growing: 0.48 p_h
grid centre, tau=1.7, edge stopped: -0.52 p_h
first-touch pressure, yielding wafer: 69.8 MPa
change from yielding: -7.0 %
first-touch pressure, deep water: 37.5 MPa
pressure, stiffening liquid: 80.1 MPa
change from stiffening: 6.7 %
first-order stiffening estimate: 6.7 %
stagnation pressure: 1.25 MPa
hammer/stagnation ratio: 60
drop transit time D/V: 400 ns
```
